# Strain and confinement in a compressed germanium quantum well

## Problem

A germanium well of width \(L=16\) nm is grown on a (001) surface and held under biaxial compression of 0.8 percent in its plane. The compression and the confinement both separate the heavy-hole from the light-hole levels.

1. Estimate the contribution of strain to the splitting.
2. Estimate the contribution of confinement, treating the well as a hard-walled box.
3. Decide which contribution is larger, and find the width and the strain at which the answer would change.
4. Find how coupling to the split-off band alters the result.
5. Judge whether finite barriers, a gate field, in-plane motion or temperature could overturn the conclusion.

Take the following rough typical values for germanium: elastic constants \(C_{11}=129\) GPa and \(C_{12}=48\) GPa, deformation potential \(b=-2.9\) eV, split-off energy \(\Delta=290\) meV, and Luttinger parameters \(\gamma_1=13.4\), \(\gamma_2=4.2\), \(\gamma_3=5.7\). Use \(\hbar^2/2m_0=38.10\) meV nm\(^2\), where \(m_0\) is the free-electron mass.

## Conventions

The growth direction is \(z\), and tensile strain is positive, so the in-plane strain is \(e_\parallel=-0.0080\). Energies \(E\) are electron energies unless called hole energies, which are \(-E\). The splitting is

\[
S=E_{\rm HH1}-E_{\rm LH1},
\]

taken at zero in-plane wave vector between the first heavy and first light levels. A positive \(S\) means that the heavy level has the higher electron energy at that wave vector.

The strain is uniform, the band parameters are constant across the well, and for parts 1 to 4 there is no electric field.

## 1. The strain contribution

**The strain along the growth direction.** The in-plane lattice spacing is imposed by the substrate, but the layer is free to expand or contract along \(z\). The normal stress therefore vanishes:

\[
\sigma_{zz}=C_{11}e_{zz}+2C_{12}e_\parallel=0 .
\]

Solving for the normal strain gives

\[
e_{zz}=-\frac{2C_{12}}{C_{11}}e_\parallel
=-\frac{2(48)}{129}(-0.80\%)=0.595\%.
\]

The layer is squeezed in the plane and expands along \(z\). The quantity that measures its departure from cubic shape is

\[
D=e_\parallel-e_{zz}=-0.80\%-0.595\%=-1.395\%.
\]

**The shifts of the orbitals.** The top of the valence band is built from three p-like orbitals \(X,Y,Z\). To first order in strain, cubic symmetry allows the energy of \(X\) to change by \(l e_{xx}+m(e_{yy}+e_{zz})\), with two constants \(l\) and \(m\). Setting \(a=(l+2m)/3\) and \(b=(l-m)/3\) rewrites this as

\[
\delta E_X=a\,{\rm tr}\,e+b(3e_{xx}-{\rm tr}\,e),
\]

because the coefficient of \(e_{xx}\) is \(a+2b=l\) and that of \(e_{yy}\) or \(e_{zz}\) is \(a-b=m\). The other two orbitals follow by changing the axis label. There is no shear strain, so reflections in the coordinate planes remain symmetries and forbid mixing between different orbitals.

The term \(a\,{\rm tr}\,e\) shifts all three orbitals equally and cancels from \(S\). With \({\rm tr}\,e=2e_\parallel+e_{zz}\), the remaining shifts are

\[
\delta E_X=\delta E_Y=b(3e_\parallel-2e_\parallel-e_{zz})=bD,
\]

\[
\delta E_Z=b(3e_{zz}-2e_\parallel-e_{zz})=-2bD .
\]

Define \(q_s=bD\). Both factors are negative, so \(q_s\) is positive:

\[
q_s=(-2900\ {\rm meV})(-0.01395)\simeq40.5\ {\rm meV}.
\]

Relative to the common shift, compression therefore raises \(X\) and \(Y\) by \(q_s\) and lowers \(Z\) by \(2q_s\).

**From orbitals to heavy and light holes.** Spin-orbit coupling combines the orbitals into states of definite total angular momentum. One member of each degenerate pair is enough:

\[
|{\rm HH}\rangle=\frac{1}{\sqrt2}(X+iY)\!\uparrow ,
\]

\[
|{\rm LH}\rangle=\sqrt{\frac23}\,Z\!\uparrow-\frac1{\sqrt6}(X+iY)\!\downarrow ,
\]

\[
|{\rm SO}\rangle=\frac1{\sqrt3}\left[Z\!\uparrow+(X+iY)\!\downarrow\right].
\]

The heavy hole contains no \(Z\), while the light hole is two-thirds \(Z\) and one-third \(X,Y\). Weighting the orbital shifts accordingly gives

\[
\delta E_{\rm HH}=q_s,\qquad
\delta E_{\rm LH}=\frac23(-2q_s)+\frac13q_s=-q_s .
\]

With the split-off state left out, strain contributes

\[
S_s=2q_s=80.9\ {\rm meV}.
\]

## 2. The confinement contribution

For motion along \(z\), the Luttinger parameters give the masses

\[
\frac{m_0}{m_{\rm HH}}=\gamma_1-2\gamma_2=5.0,\qquad
\frac{m_0}{m_{\rm LH}}=\gamma_1+2\gamma_2=21.8,
\]

or \(m_{\rm HH}=0.200\,m_0\) and \(m_{\rm LH}=0.0459\,m_0\). The heavy hole is the heavier one in this direction.

A hard wall requires the envelope function to vanish at \(z=0\) and \(z=L\). The lowest solution is \(\sin(\pi z/L)\), for which \(k_z^2\) is replaced by \((\pi/L)^2\). The common energy scale is

\[
t=\frac{\hbar^2}{2m_0}\left(\frac{\pi}{L}\right)^2
=38.10\left(\frac{\pi}{16}\right)^2{\rm meV}=1.469\ {\rm meV}.
\]

The two confinement energies, measured as hole energies, are

\[
K_{\rm HH}=5.0\,t=7.34\ {\rm meV},\qquad
K_{\rm LH}=21.8\,t=32.0\ {\rm meV}.
\]

A larger hole energy is a lower electron energy. Confinement thus pushes the light level further down than the heavy level, and adds to \(S\) the positive amount

\[
S_c=K_{\rm LH}-K_{\rm HH}=4\gamma_2t=24.7\ {\rm meV}.
\]

It is useful to write \(S_c=2q_c\), with

\[
q_c=2\gamma_2t=12.3\ {\rm meV}.
\]

## 3. Which contribution is larger?

Both effects have the same sign. Without split-off coupling they add:

\[
S=2q_s+2q_c=80.9+24.7=105.6\ {\rm meV}.
\]

Their ratio is

\[
\frac{S_s}{S_c}=\frac{q_s}{q_c}
=\frac{bD\,L^2}{2\gamma_2(\hbar^2/2m_0)\pi^2}=3.28 .
\]

Strain supplies about 77 percent of this sum and is the dominant contribution for the stated well.

The factor \(L^2\) shows where that conclusion ends. At fixed strain, widening the well leaves \(q_s\) unchanged but reduces \(q_c\). Setting the ratio to one gives

\[
L_*=\pi\sqrt{\frac{2\gamma_2(\hbar^2/2m_0)}{q_s}}
=\frac{L}{\sqrt{3.28}}\simeq8.8\ {\rm nm}.
\]

Below this width, the hard-wall model makes confinement the larger contribution. This width is not a prediction for a real well: with finite barriers, both levels approach the barrier edge as the well narrows, so the total splitting tends to zero. With the 150 meV barriers of part 5, confinement does not overtake strain at any width from 1 to 16 nm: taken alone it gives at most about 42 meV, near 3 to 4 nm, and added to the strained layer it gives at most about 12 meV and turns negative below about 3 nm. At fixed width, \(q_s\) is proportional to \(e_\parallel\), so the compression needed for equality is

\[
|e_\parallel|_*=\frac{0.80\%}{3.28}=0.244\%.
\]

The same number describes a second case. If the 16 nm well were under tension instead, \(q_s\) would be negative and would oppose confinement. At a tensile strain of 0.244 percent, \(q_s+q_c=0\), and the first heavy and light levels would coincide in this model. Greater tension would put the light level on top.

## 4. Coupling to the split-off band

The estimate above kept only the heavy and light states. The strain energy is not small enough beside \(\Delta=290\) meV for the third state to be ignored in a number quoted to a few meV.

**Why one parameter still suffices.** Confinement has the same orbital structure as strain. Let the inverse masses of the \(X,Y\) and \(Z\) orbitals for motion along \(z\) be \(B\) and \(A\). The heavy hole contains \(X,Y\) alone, so \(B=\gamma_1-2\gamma_2\). The light-hole weights require

\[
\frac23A+\frac13B=\gamma_1+2\gamma_2
\quad\Rightarrow\quad A=\gamma_1+4\gamma_2 .
\]

The electron kinetic energies are therefore \(-Bt\) for \(X,Y\) and \(-At\) for \(Z\). Separating the common part \(-\gamma_1t\) leaves \(+2\gamma_2t=q_c\) for \(X,Y\) and \(-4\gamma_2t=-2q_c\) for \(Z\). This is the strain pattern again, with \(q_s\) replaced by \(q_c\). The combined perturbation is fixed by

\[
q=q_s+q_c\simeq52.8\ {\rm meV}.
\]

The hard-wall sine function satisfies the equation for every orbital component at once, since at zero in-plane wave vector the matrix contains constants and terms in \(k_z^2\), but no terms linear in \(k_z\). Replacing \(k_z^2\) by \((\pi/L)^2\) is then exact within the hard-wall six-band model. Both \(A\) and \(B\) are positive, so a higher sine function raises the hole energies, and the first level of each type comes from the lowest one.

**The matrix.** The heavy state does not couple to the other two at zero in-plane wave vector; its electron shift is \(+q\). The light state shifts by \(-q\). The split-off state has one-third \(Z\) and two-thirds \(X,Y\), so its shift is

\[
\frac13(-2q)+\frac23q=0 .
\]

The coupling between light and split-off states follows from their amplitudes, remembering that \(X+iY\) has squared norm 2:

\[
\sqrt{\frac23}\frac1{\sqrt3}(-2q)
-\frac1{\sqrt6}\frac1{\sqrt3}(2)(q)
=-\frac{2\sqrt2}{3}q-\frac{\sqrt2}{3}q=-\sqrt2\,q .
\]

In hole energies every sign reverses. Measured from the unperturbed heavy-light edge, and with the common shifts removed, the heavy level lies at \(-q\), while the light and split-off states form the block

\[
\begin{pmatrix}q&\sqrt2q\\ \sqrt2q&\Delta\end{pmatrix}.
\]

Its eigenvalues \(\lambda\) satisfy

\[
(q-\lambda)(\Delta-\lambda)-2q^2=0,
\]

or

\[
\lambda^2-(\Delta+q)\lambda+q\Delta-2q^2=0 .
\]

The discriminant is

\[
(\Delta+q)^2-4q\Delta+8q^2=\Delta^2-2\Delta q+9q^2 .
\]

The light level is the lower root, because it tends to zero rather than to \(\Delta\) as \(q\to0\). Subtracting the heavy hole energy \(-q\) gives

\[
S(q)=q+\frac{\Delta+q-\sqrt{\Delta^2-2\Delta q+9q^2}}2 .
\]

**Two limits.** For \(q\ll\Delta\), the square root expands as

\[
\Delta\left[1+\frac12\left(-\frac{2q}\Delta+\frac{9q^2}{\Delta^2}\right)
-\frac18\frac{4q^2}{\Delta^2}+\cdots\right]
=\Delta-q+\frac{4q^2}\Delta+\cdots .
\]

Inserting it gives

\[
S(q)=2q-\frac{2q^2}{\Delta}+\cdots .
\]

The leading term is the earlier estimate. The correction is negative because the split-off state, at higher hole energy, repels the light level towards the heavy one.

For \(q\gg\Delta\), the square root approaches \(3q-\Delta/3\), and

\[
S\to q+\frac{\Delta+q-3q+\Delta/3}{2}=\frac{2\Delta}{3}.
\]

The \(Z\) orbital has then been removed from the top of the band, and spin-orbit coupling alone separates the remaining \(X,Y\) states. This limit shows why the splitting cannot grow linearly without end in the six-band model. It is not a prediction for arbitrarily large strain, where linear deformation potentials fail.

**The numbers.** With both effects present,

\[
S=52.8+\frac{290+52.8-\sqrt{290^2-2(290)(52.8)+9(52.8)^2}}2
\simeq84.1\ {\rm meV}.
\]

A finite-difference solution of the six-band hard-wall well gives 84.05 meV, against 84.06 meV from the formula. The simple sum of 105.6 meV is about 26 percent above the six-band value. The six-band value has its own limit: most of the light-hole inverse mass comes from coupling to the conduction band across the direct gap of about 0.9 eV, and compression widens that gap. Treating this coupling explicitly with typical parameters lowers the hard-wall splitting by roughly 1 to 2.5 meV, so the last digits belong to the model rather than to germanium.

| Case | Without split-off (meV) | With split-off (meV) |
|---|---:|---:|
| Strain alone | 80.9 | 68.4 |
| Hard walls alone | 24.7 | 23.6 |
| Strain and hard walls | 105.6 | 84.1 |

The last column is not additive: \(68.4+23.6=92.0\) meV exceeds 84.1 meV. The quadratic term in \(S(q)\) explains the sign, since \((q_s+q_c)^2\) contains the cross term \(2q_sq_c\), which reduces \(S\) by \(4q_sq_c/\Delta\simeq6.9\) meV at this order. The full difference, taken from unrounded values, is 8.0 meV.

A contribution now depends on the order in which the effects are introduced. Adding confinement to the strained layer raises \(S\) by 15.6 meV, after strain has given 68.4 meV. Adding strain to the confined layer raises it by 60.5 meV, after confinement has given 23.6 meV. Strain is larger in both orders.

The equality width found earlier also survives for the two effects taken separately. The derivative

\[
\frac{dS}{dq}=\frac32-\frac{9q-\Delta}{2\sqrt{\Delta^2-2\Delta q+9q^2}}
\]

is positive. This is immediate if \(9q\le\Delta\). Otherwise, positivity requires \((9q-\Delta)^2<9(\Delta^2-2\Delta q+9q^2)\), which reduces to \(\Delta^2<9\Delta^2\). Since \(S\) increases with \(q\), the condition \(S(q_s)=S(q_c)\) still means \(q_s=q_c\). If the effects are instead added one after the other, the width at which their contributions are equal depends on the order.

## 5. Does the conclusion survive in a real well?

Compressed germanium wells between silicon-germanium barriers are used for hole devices, and a width of 16 nm and a strain of 0.8 percent lie in their regime. Their barriers are finite, unlike the hard walls assumed above. Take a rough heavy-hole barrier of 150 meV, unstrained barriers, and the same masses inside and outside. In the unstrained barriers the heavy and light edges coincide, while inside the well strain has put the light-hole edge 68.4 meV below the heavy-hole edge in electron energy. The light-hole barrier is therefore only \(150-68.4=81.6\) meV. The six-band splitting becomes 75.1 meV, about 11 percent below the hard-wall value. Confinement now adds 6.7 meV to the strain splitting instead of 15.6 meV. Penetration into the barriers lowers the light level's hole energy more than the heavy level's, and the dominance of strain becomes stronger.

**Deformation potential.** Without split-off coupling, the strain term is proportional to \(b\), so any relative error in \(b\) carries over in full. With the smaller magnitude \(b=-2.2\) eV and everything else fixed, the ratio \(q_s/q_c\) falls from 3.28 to 2.49. Strain still dominates. Partial relaxation of the layer would matter in the same way: with hard walls, this width and the original \(b\), the compression would have to fall to 0.244 percent before the two terms became equal. Finite barriers weaken confinement, so equality then requires a still smaller compression.

**Gate field.** A hole density \(p=3\times10^{11}\) cm\(^{-2}\) is a rough working value. If the field falls from \(ep/(\varepsilon_0\varepsilon_r)\) on one side of the hole layer to zero on the other, its mean over the holes is

\[
F=\frac{ep}{2\varepsilon_0\varepsilon_r}=0.017\ {\rm MV/cm}
\]

for \(\varepsilon_r=16\). Applied uniformly to the hard-wall well, this field increases \(S\) by 0.6 meV. That is negligible here, but the shift grows quickly with the field: about 4 meV at 0.05 MV/cm and about 12 meV at 0.1 MV/cm. A wider well would need a new calculation.

**In-plane motion.** For one spin-degenerate subband with a circular Fermi line, the density is \(p=k_F^2/(2\pi)\), so

\[
k_F=\sqrt{2\pi p}=0.137\ {\rm nm}^{-1}.
\]

Along [100], the heavy level at this wave vector lies 10.4 meV below its value at zero wave vector, and its \(Z\)-orbital share is 0.8 percent. The top subband therefore remains almost free of \(Z\) at this density. These figures describe the heavy level; they do not give the heavy-light separation at \(k_F\).

**Other levels and temperature.** The splitting \(S\) is not the first excitation energy of the well. With hard walls, the second heavy level has four times the confinement energy of the first, and lies below it in electron energy by

\[
(4-1)K_{\rm HH}=3(7.34)\simeq22.0\ {\rm meV}.
\]

This is much closer than the first light level. The third heavy level, at \((9-1)K_{\rm HH}\simeq58.8\) meV, also comes before the first light level. At 4 K the thermal energy is 0.34 meV, small beside all these separations. At 300 K it is 25.9 meV. With the band parameters held fixed and the hard-wall separations, the Boltzmann factor at zero in-plane wave vector is then about \(e^{-22.0/25.9}\simeq0.43\) for the second heavy level and \(e^{-84.1/25.9}\simeq0.04\) for the first light level. For the third heavy level it is about 0.10. These factors are not population ratios, which also depend on the in-plane density of states of each subband; with the six-band hard-wall dispersion and the density above, only about half of the holes are in the first subband at 300 K. A large heavy-light splitting does not by itself leave a single occupied subband at room temperature.

None of the effects sized here reverses the comparison between strain and confinement, which was made at zero in-plane wave vector. For a coherently compressed well with these parameters and a field as weak as the one assumed, the splitting there is roughly 75 to 85 meV, the lower figure belonging to the assumed finite barriers and the upper to hard walls. Lower barriers or a smaller magnitude of \(b\) would reduce it. The numerical output below lists the inputs and intermediate values.

## Computed values

```
Well width L: 16.0 nm
In-plane strain: -0.80 percent
C11: 129 GPa
C12: 48 GPa
Deformation potential b: -2.9 eV
Split-off energy Delta: 290 meV
Luttinger gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
hbar^2/2m0: 38.10 meV nm^2
Normal strain e_zz: 0.595 percent
e_par - e_zz: -1.395 percent
Heavy mass along z: 0.200 m0
Light mass along z, unstrained: 0.0459 m0
(hbar^2/2m0)(pi/L)^2: 1.469 meV
Heavy confinement energy: 7.34 meV
Light confinement energy, no split-off: 32.02 meV
q_s: 40.47 meV
q_c: 12.34 meV
Strain contribution 2q_s: 80.9 meV
Confinement contribution 2q_c: 24.7 meV
Sum without split-off coupling: 105.6 meV
Strain/confinement ratio: 3.28
Strain share of sum: 76.6 percent
Width of equal contributions: 8.84 nm
Strain magnitude for equality at L: 0.244 percent
With split-off: strain alone: 68.4 meV
With split-off: confinement alone: 23.6 meV
With split-off: both, formula: 84.06 meV
With split-off: both, finite differences: 84.05 meV
Confinement added after strain: 15.6 meV
Strain added after confinement: 60.5 meV
First to second heavy level: 22.0 meV
Assumed heavy-hole barrier: 150 meV
Light-hole barrier then: 81.6 meV
Finite-barrier total splitting: 75.1 meV
Finite-barrier confinement after strain: 6.7 meV
Assumed hole density: 3.0e+11 cm^-2
Assumed relative permittivity: 16
Mean gate field: 0.0170 MV/cm
Field change of hard-wall splitting: 0.64 meV
Fermi wave vector: 0.137 nm^-1
Heavy-level energy drop at kF along [100]: 10.4 meV
Z-orbital share at kF: 0.8 percent
Thermal energy at 4 K: 0.34 meV
Thermal energy at 300 K: 25.9 meV
Alternative b: -2.2 eV
Strain/confinement ratio for alternative b: 2.49
```
